# Surface roughness elements for a hard wall with a linear potential

Q: You want to describe an electron held against a rough interface by a normal field. Before I object to anything, what is the model, and what do you mean by a wall-displacement element?

A: In atomic units, the electron has mass $m$ normal to the interface and $m_p$ along it. For a flat wall it moves in $z>0$ with

$$H=-\frac{1}{2m}\frac{\partial^2}{\partial z^2}-\frac{1}{2m_p}\nabla^2+V(z),\qquad V(z)=fz .$$

Here $\nabla$ acts on the in-plane position $\mathbf r$, and $f>0$ is the magnitude of charge times field. The normal states $\phi_n$ are real, normalized and bound, with

$$-\frac{1}{2m}\phi_n''+V\phi_n=E_n\phi_n,\qquad \phi_n(0)=0 .$$

Roughness moves the wall to $z=\Delta(\mathbf r)$, with $\Delta>0$ pointing into the channel. The potential $fz$ stays fixed in space. The wall-displacement element $M_{jn}$ is the factor multiplying the Fourier component of $\Delta$ in the first-order coupling from subband $n$ to subband $j$.

Q: The wall is infinitely high. Moving it changes the potential by an infinite amount, so how can there be a first-order coupling?

A: The change can be put in the boundary condition, where everything is finite. Let the incoming state be $\Psi_0=\phi_n(z)e^{i\mathbf k\cdot\mathbf r-iEt}$ with $E=E_n+k^2/2m_p$, and write $\Psi=\Psi_0+\Psi_1$. The wavefunction must vanish on the displaced wall. Both parts are continued smoothly across the wall where necessary and expanded about $z=0$:

$$0=\Psi(\mathbf r,\Delta)=\Psi_0(\mathbf r,0)+\Delta\,\partial_z\Psi_0(\mathbf r,0)+\Psi_1(\mathbf r,0)+O(\Delta^2).$$

The first term is zero, so

$$\Psi_1(\mathbf r,0)=-\Delta(\mathbf r)\,\phi_n'(0)\,e^{i\mathbf k\cdot\mathbf r-iEt}.$$

This needs $\Delta$ small against the lengths over which the states vary. It also needs $|\mathbf q|\Delta\ll1$ for the roughness wave vectors $\mathbf q$ that matter, because $\Psi_1$ varies near the wall on the scale $1/|\mathbf q|$.

Q: That is a boundary value, not yet a matrix element.

A: Project on a final state. For a periodic area $A$, define

$$\chi(z,t)=\frac1A\int e^{-i\mathbf k'\cdot\mathbf r}\Psi_1\,d^2r,\quad c(t)=\int_0^\infty\phi_j\chi\,dz,\quad \Delta_{\mathbf q}=\frac1A\int\Delta\,e^{-i\mathbf q\cdot\mathbf r}d^2r .$$

Inside the channel $i\partial_t\Psi_1=H\Psi_1$. The in-plane derivatives give $k'^2/2m_p$, and therefore

$$i\dot c=\frac{k'^2}{2m_p}c+\int_0^\infty\phi_j\left(-\frac{1}{2m}\chi''+V\chi\right)dz .$$

Two integrations by parts give

$$\int_0^\infty\phi_j\chi''dz=\big[\phi_j\chi'-\phi_j'\chi\big]_0^\infty+\int_0^\infty\phi_j''\chi\,dz
=\phi_j'(0)\chi(0)+\int_0^\infty\phi_j''\chi\,dz .$$

The upper limit vanishes because $\phi_j$ is bound, and $\phi_j(0)=0$ removes the other term. Using the level equation for $\phi_j$,

$$i\dot c=\left(E_j+\frac{k'^2}{2m_p}\right)c-\frac{\phi_j'(0)\chi(0)}{2m}.$$

The boundary value is $\chi(0)=-\Delta_{\mathbf k'-\mathbf k}\phi_n'(0)e^{-iEt}$, and the two minus signs cancel:

$$i\dot c=\left(E_j+\frac{k'^2}{2m_p}\right)c+M_{jn}\Delta_{\mathbf k'-\mathbf k}e^{-iEt},\qquad M_{jn}=\frac{\phi_j'(0)\phi_n'(0)}{2m}.$$

This is the equation of first-order time-dependent perturbation theory with coupling $M_{jn}\Delta_{\mathbf k'-\mathbf k}$. It holds whether or not the final state has the energy $E$.

Q: There is a mass in the denominator, and the slopes surely depend on the level. I would expect the element to depend on both.

A: The slope is fixed by a balance of forces. Multiply the level equation by $\phi_n'$. Since $\phi_n''\phi_n'=\tfrac12(\phi_n'^2)'$ and $\phi_n\phi_n'=\tfrac12(\phi_n^2)'$,

$$-\frac{1}{4m}\left(\phi_n'^2\right)'+\frac12(V-E_n)\left(\phi_n^2\right)'=0 .$$

Integrate from $0$ to $\infty$. The first term gives $+\phi_n'(0)^2/4m$, because the slope vanishes at infinity. In the second, integration by parts leaves no boundary term, since $\phi_n$ vanishes at both ends. What remains is

$$\frac{\phi_n'(0)^2}{4m}-\frac12\int_0^\infty V'\phi_n^2\,dz=0
\quad\Longrightarrow\quad M_{nn}=\frac{\phi_n'(0)^2}{2m}=\langle n|V'|n\rangle .$$

In a stationary state the mean push of the wall balances the mean pull of the potential. For $V'=f$ and a normalized state the pull is $f$, whatever the state's shape. Hence $M_{nn}=f$ for every level and every mass.

Q: A force balance covers one state. Two different states are orthogonal, so why should the intersubband element not be smaller, or zero?

A: Because $M_{jn}$ is a product of one number for each state. Its square is

$$M_{jn}^2=\frac{\phi_j'(0)^2}{2m}\,\frac{\phi_n'(0)^2}{2m}=M_{jj}M_{nn}=f^2,\qquad |M_{jn}|=f .$$

That proves the statement for all pairs. Orthogonality concerns an integral over the whole channel, while this element samples both states at the wall.

The sign is a matter of convention. If every $\phi_n'(0)$ is chosen positive, every element is $+f$. If the tails are chosen positive instead, level $n$ has $n-1$ nodes and its slope at the wall has sign $(-1)^{n-1}$, so $M_{jn}=(-1)^{j+n}f$.

Q: I would like to see the mass cancel in the actual wavefunctions.

A: Put $s=\kappa z+a$ and $\phi=N\,\mathrm{Ai}(s)$. Since $\mathrm{Ai}''(s)=s\,\mathrm{Ai}(s)$,

$$\phi''=\kappa^2(\kappa z+a)\phi,\qquad\text{while the level equation demands}\qquad \phi''=2m(fz-E)\phi .$$

Thus $\kappa^3=2mf$ and $E=-a\kappa^2/2m=-af/\kappa$. The wall selects $a=a_n$, a zero of $\mathrm{Ai}$. For the norm, note that

$$\frac{d}{ds}\left(s\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2s\,\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'\,s\,\mathrm{Ai}=\mathrm{Ai}^2 ,$$

so $\int_{a_n}^\infty\mathrm{Ai}^2ds=\mathrm{Ai}'(a_n)^2$ and $N^2=\kappa/\mathrm{Ai}'(a_n)^2$. Therefore

$$\phi_n'(0)^2=N^2\kappa^2\mathrm{Ai}'(a_n)^2=\kappa^3=2mf .$$

A heavier electron sits closer to the wall and has a steeper slope there. The squared slope grows in proportion to $m$, and the factor $1/2m$ removes that growth.

Q: Here is a contradiction. Use the height above the local wall, $u=z-\Delta(\mathbf r)$. The potential becomes $fu+f\Delta$. The extra term does not depend on $u$, so it cannot couple different subbands.

A: The potential term indeed cannot, but the tilted coordinates also change the kinetic energy. The in-plane gradient at fixed $z$ becomes $\nabla-(\nabla\Delta)\partial_u$, where $\nabla$ is now taken at fixed $u$. To first order the perturbation is

$$H_1=f\Delta+\frac{1}{2m_p}\left[2\nabla\Delta\cdot\nabla+(\nabla^2\Delta)\right]\partial_u .$$

Take its element from $(n,\mathbf k)$ to $(j,\mathbf k')$, with $\mathbf q=\mathbf k'-\mathbf k$ and $D_{jn}=\langle j|d/dz|n\rangle$. The bracket gives $-(2\mathbf q\cdot\mathbf k+q^2)=-(k'^2-k^2)$, so the element is

$$\Delta_{\mathbf q}\left[f\delta_{jn}-\frac{k'^2-k^2}{2m_p}D_{jn}\right].$$

In elastic scattering $(k'^2-k^2)/2m_p=E_n-E_j$, and the bracket becomes $f\delta_{jn}+(E_j-E_n)D_{jn}$.

To compare this with $M_{jn}$, differentiate the level equation for $\phi_n$, multiply by $\phi_j$ and integrate. With $g=\phi_n'$,

$$-\frac1{2m}\int_0^\infty\phi_jg''dz+\langle j|V|g\rangle+\langle j|V'|n\rangle=E_nD_{jn}.$$

The earlier integration by parts turns the first two terms into $-M_{jn}+E_jD_{jn}$. Hence

$$M_{jn}=\langle j|V'|n\rangle+(E_j-E_n)D_{jn}.$$

For the linear potential the first term is $f\delta_{jn}$, so the two descriptions agree on the energy shell. Away from it their elements can differ, because the two sets of coordinates use different unperturbed states.

Q: Then may I insert a matrix with $f\Delta$ in every place and diagonalize it?

A: Not beyond first order. Take a uniform displacement. Shifting the origin turns $fz$ into $fu+f\Delta$, so every level moves by $f\Delta$ with no quadratic term. Second-order perturbation theory with your matrix would instead add $-f^2\Delta^2\sum_{j\ne n}1/(E_j-E_n)$.

That sum diverges. For high levels the phase condition $\int_0^{E/f}\sqrt{2m(E-fz)}\,dz\simeq\pi j$ gives $E_j\propto j^{2/3}$, and $\sum j^{-2/3}$ has no limit. The terms of order $\Delta^2$ dropped from the boundary condition are needed at that order. The constant matrix is a first-order coupling, suited to the golden rule or to a resonance between selected states.

Q: Give me numbers for a real channel, not scaled variables.

A: Consider a gated electron channel near threshold on acceptor-doped Ga$_2$O$_3$ under Al$_2$O$_3$. The material inputs are rough typical values: a mass of 0.28 free-electron masses, a normal field of 1 MV/cm and an rms roughness of 3 Å. Then $f=0.0100$ eV/Å and $1/2m=13.607$ eV Å$^2$, written here with $\hbar^2$ restored. The length scale is

$$\frac1\kappa=\left(\frac{13.607}{0.0100}\right)^{1/3}\text{Å}=11.08\ \text{Å}.$$

For a parabolic band and a hard wall, the first three levels lie at 0.259, 0.453 and 0.612 eV, and their mean distances from the wall are 17.3, 30.2 and 40.8 Å. A rough nonparabolicity of 0.2 eV$^{-1}$ would lower the levels by about 0.003, 0.008 and 0.014 eV. Despite these different shapes, all six distinct elements among them come out as 0.0100 eV/Å, which is 1.00 MV/cm times the elementary charge. They were obtained from wall slopes in a sine basis, without Airy functions. Enlarging that basis from 180 to 250 functions changes no element by more than $6\times10^{-7}$ eV/Å.

At the rms height the coupling scale is $0.0100\times3.0=0.030$ eV.

Q: And the mass?

A: Hold the field at 1 MV/cm and change the mass from 0.07 to 0.90. The lowest level falls from 0.411 to 0.176 eV, while $M_{11}$ and $M_{13}$ stay at 0.0100 eV/Å. With the mass held at 0.28 and the field tripled, $M_{13}$ becomes 0.0300 eV/Å. The element follows the field and ignores the mass.

The scattering rate does not ignore it. Summing the golden rule over final states brings in

$$\int\frac{d^2k'}{(2\pi)^2}\,\delta\!\left(\frac{k'^2}{2m_p}-\varepsilon\right)=\frac{m_p}{2\pi}$$

for a final in-plane energy $\varepsilon>0$. The mass also sets which $\mathbf q$ connect states of equal energy.

Q: Your slopes still presuppose the boundary formula. Is there evidence for the intersubband coupling from an actual rough wall?

A: Take a wall at $a\cos(qx)$ with $a=0.10$ Å and mass 0.28 in both directions. Choose $q$ so that two states in different subbands have equal energy for a flat wall. The Fourier component joining them is $a/2$, so first-order theory predicts a splitting $2|M_{jn}|a/2=|M_{jn}|a$.

The Hamiltonian in wall-following coordinates, including the term quadratic in the wall slope, was diagonalized in a finite basis. The splitting divided by $a$ is 0.0100 eV/Å for each of the pairs 1–2, 1–3 and 2–3. In these coordinates the potential has no intersubband part, so this also tests the resolution of your contradiction. For the pair 1–2, $D_{12}=-0.05157$ Å$^{-1}$ and

$$(E_1-E_2)D_{12}=(-0.1939)(-0.05157)=0.0100\ \text{eV/Å}.$$

Q: No real channel has a perfectly linear potential. What survives when it bends?

A: The force balance and the product form survive, but the level independence does not. Then $M_{nn}=\langle V'\rangle_n$ and $|M_{jn}|=\sqrt{M_{jj}M_{nn}}$, provided the wall is hard and the potential stays fixed in space. The mean forces are then positive, since each equals $\phi_n'(0)^2/2m$.

Start with the acceptors. At a density of $10^{18}$ cm$^{-3}$, all ionized, their charge reduces the force linearly to zero over a width $W=553$ Å, so $V'=f(1-z/W)$. The band drops by 2.76 eV across this width, which near threshold presumes deep acceptor levels roughly 2.5 eV below the conduction band. The unperturbed mean position predicts

$$\frac{M_{11}}f\simeq1-\frac{17.27}{552.6}=0.969 .$$

The levels recomputed in the bent potential give 0.968, 0.944 and 0.924 for $n=1,2,3$. Higher states reach further out, where the force is weaker.

Q: The electrons make a field of their own. Does that not count in full?

A: For the lowest level it counts half, in the Hartree picture with all electrons in that level. Let $G(z)$ be the fraction of them beyond $z$, so $G'=-\phi_1^2$, $G(0)=1$ and $G(\infty)=0$. The force from their charge is $f_eG(z)$, where $f_e$ is its value at the wall, and

$$\int_0^\infty\phi_1^2G\,dz=-\int_0^\infty G'G\,dz=\frac12 .$$

Thus $M_{11}=f+f_e/2$, with $f$ now due to the acceptors. If the electrons made the whole field, $M_{11}$ would be half the surface force. That is a strong failure of the linear model, which is why the example stays near threshold.

At $5\times10^{11}$ electrons per cm$^2$ their surface field is 0.0905 MV/cm. The estimate is $M_{11}/f=1+0.0905/2=1.045$. Diagonalization with the charge frozen in the original lowest state gives 1.046, 1.020 and 1.014 for the three levels.

Q: And the infinitely high wall?

A: Replace it by a flat barrier $V_0$ with the same mass on both sides. A small shift of the step adds $V_0\Delta\,\delta(z)$, so the element is $V_0\phi_j(0)\phi_n(0)$. Force balance over the whole line now reads

$$0=f P_n-V_0\phi_n(0)^2,$$

where $P_n$ is the probability inside the channel. The diagonal element is $fP_n$, which tends to $f$ as penetration vanishes. For $V_0=1.5$ eV the ratios to $f$ are 0.989, 0.988 and 0.987.

This small reduction belongs to the flat barrier. A gated oxide carries a field too. If the force there is $f_{ox}$ and tunnelling to the gate is negligible, the balance gives $M_{nn}=fP_n+f_{ox}(1-P_n)$. With $f_{ox}$ close to $f$, the reduction almost disappears.

The delta-function step requires $\Delta$ to be small against the decay length, here $\sqrt{13.607/(1.5-0.259)}=3.3$ Å. The rms roughness is nearly as large, so these ratios describe small shifts and do not establish a coupling for steep steps of that height.

Q: Set the whole model beside the real device, then. Which assumption hurts most?

A: Among the effects sized here, neglect of screening changes the lowest-subband coupling most. At 300 K a static, long-wavelength estimate for a thin, nondegenerate layer multiplies it by roughly 0.7 at the thermal wave number 0.044 Å$^{-1}$. This wave number times the mean distance from the wall is about 0.75, which is not small. Allowing for the layer's thickness and the finite wavelength weakens the screening, to a factor of about 0.8. If that factor applied throughout, the rate would fall to about two thirds of its bare value. It does not, because the scattering wave number runs from zero to twice the electron's wave number and screening weakens along that range. For Gaussian roughness with a 20 Å correlation length, the total rate falls to about 0.6 of its bare value, but the momentum-relaxation rate that sets the mobility falls only to about 0.8. Acceptor curvature and the electrons' own field move $M_{11}$ by about −3% and +5% of $f$. Barrier penetration matters much less once the field in the oxide is included. With rough permittivities of 10 and 9, the mean image force is about 2% of $f$. The field is about one eighth of a rough breakdown field of 8 MV/cm. For the 1.5 eV barrier, with the channel mass also used in the oxide and an oxide field of 1.11 MV/cm from the acceptor charge alone, the triangular-barrier tunnelling exponent is 45, provided the oxide is thicker than the 112 Å tunnelling path. Adding the electrons' charge raises that field to 1.21 MV/cm and lowers these figures to 41 and 102 Å. Roughness also rearranges charge and changes the local field; beyond the screening estimate, that is not sized here.

Q: Do the intersubband elements matter if the second level is almost empty?

A: Its thermal occupation per state is about $6\times10^{-4}$ of that of the lowest level. An elastic transition upward needs 0.194 eV of in-plane energy, or $0.194/0.02585=7.5$ times $k_BT$. Such transitions are therefore rare in this weakly filled channel at 300 K, although their elements are as large as the intrasubband one. They gain weight when carriers are hot or the levels lie closer together.

The ratio $0.030/0.194=0.155$ also shows that a 3 Å displacement is not negligible on the scale of the level spacing. Whether first order suffices within the lowest subband also depends on the correlation length of the roughness, which is not fixed here. For correlations $e^{-r^2/L^2}$ with $L=20$ Å, the unscreened golden-rule broadening $\hbar/\tau$ at the thermal wave number is already about $k_BT$. The golden rule is then only a rough guide, and corrections for strong roughness need the higher boundary terms.

## Calculated quantities

```
normal field: 1.00 MV/cm
charge times field f: 0.01000 eV/angstrom
mass: 0.28 free-electron masses
hbar^2/2m: 13.607 eV angstrom^2
Airy length 1/kappa: 11.081 angstrom
level 1: E = 0.2591 eV, mean z = 17.27 angstrom
level 2: E = 0.4530 eV, mean z = 30.20 angstrom
level 3: E = 0.6117 eV, mean z = 40.78 angstrom
M11: 0.010000 eV/angstrom
M22: 0.010000 eV/angstrom
M33: 0.010000 eV/angstrom
M12: 0.010000 eV/angstrom
M13: 0.010000 eV/angstrom
M23: 0.010000 eV/angstrom
M11 converted: 1.0000 MV/cm times e
largest M shift, 180 to 250 sines: 6.0e-07 eV/angstrom
mass 0.07: E1 = 0.4113 eV, M11 = 0.010000, M13 = 0.010000 eV/angstrom
mass 0.28: E1 = 0.2591 eV, M11 = 0.010000, M13 = 0.010000 eV/angstrom
mass 0.90: E1 = 0.1756 eV, M11 = 0.009999, M13 = 0.009999 eV/angstrom
M13 at three times the field: 0.029997 eV/angstrom
<1|d/dz|2>: -0.05157 1/angstrom
corrugation amplitude: 0.10 angstrom
splitting/amplitude, levels 1,2: 0.010000 eV/angstrom
splitting/amplitude, levels 1,3: 0.009999 eV/angstrom
splitting/amplitude, levels 2,3: 0.010000 eV/angstrom
rms roughness: 3.0 angstrom
f times rms roughness: 0.0300 eV
same / (E2-E1): 0.155
acceptor density: 1.0e+18 cm^-3
depletion width: 552.6 angstrom
depletion energy drop: 2.76 eV
acceptor curvature, M11 M22 M33 over f: 0.9683 0.9440 0.9238
electron density: 5.0e+11 cm^-2
electrons' surface field: 0.0905 MV/cm
electrons' own field, M11 M22 M33 over f: 1.0458 1.0202 1.0142
barrier: 1.50 eV
finite barrier, M11 M22 M33 over f: 0.9892 0.9883 0.9873
permittivities: 10.0 channel, 9.0 oxide
mean image force / f, level 1: 0.0174
tunnelling exponent: 45.0
tunnelling path in oxide: 111.7 angstrom
field / rough breakdown field (8 MV/cm): 0.125
temperature: 300 K, kT = 0.02585 eV
occupation ratio, level 2 to 1: 5.53e-04
density / (density of states times kT): 0.165
thermal wave number: 0.0436 1/angstrom
screening wave number: 0.0184 1/angstrom
screening factor at thermal wave number: 0.703
```
